# Why DFT+U has metastable solutions, and how to search them: verification in Python

```python
"""
Metastable solutions of DFT+U in a model with one electron in three orbitals.
Energy of a normalized state p with density matrix D = p p^dagger:
  E = <h> + sum_b [ K/2 (Tr n_b)^2 + U/2 Tr(n_b - n_b^2) ],
n_b = block of D on Hubbard block b, K = charge curvature of the base
functional, U = Hubbard parameter, t = hopping strength, W = U - K.
Result under test: for three equivalent sites (three separate blocks) the
number of minima is 1, then 4, then 3 as U grows, with thresholds
W = 3.94 t (fold) and W = 4.5 t (uniform state unstable). For one shell
(a single block) a coherent rotation has no penalty and one minimum is left.
Also tested: control of the starting occupation matrix, and ramping of U.
All energies are in eV; printed total energies are relative to K/2.
"""
from itertools import combinations
from math import comb
import numpy as np
from scipy.linalg import null_space
from scipy.optimize import minimize

SITES = [[0], [1], [2]]
SHELL = [[0, 1, 2]]
t, K, U_MAX = 0.5, 1.0, 4.0
rng = np.random.default_rng(7)


def block_terms(D, U, blocks):
    """Interaction energy and its derivative (potential) for density matrix D."""
    energy, potential = 0.0, np.zeros_like(D)
    for b in blocks:
        ix = np.ix_(b, b)
        n = D[ix]
        charge = np.trace(n).real
        energy += K / 2 * charge**2 + U / 2 * np.trace(n - n @ n).real
        potential[ix] = (K * charge + U / 2) * np.eye(len(b)) - U * n
    return energy, potential


def value_grad(x, h, U, blocks):
    """Energy and gradient; x holds real and imaginary parts, any norm."""
    psi = x[:3] + 1j * x[3:]
    norm = np.linalg.norm(psi)
    p = psi / norm
    e_int, V = block_terms(np.outer(p, p.conj()), U, blocks)
    Hp = (h + V) @ p
    g = 2 * (Hp - np.vdot(p, Hp).real * p) / norm
    return np.vdot(p, h @ p).real + e_int, np.concatenate([g.real, g.imag])


def energy(p, h, U, blocks):
    return value_grad(np.concatenate([p, np.zeros(3)]), h, U, blocks)[0]


def curvatures(p, h, U, blocks, s=2e-3):
    """Second derivatives of E on the sphere, by finite differences."""
    T = null_space(p[None, :])

    def f(a, b):
        return energy(p + T @ np.array([a, b]), h, U, blocks)
    f0 = f(0, 0)
    aa = (f(s, 0) + f(-s, 0) - 2 * f0) / s**2
    bb = (f(0, s) + f(0, -s) - 2 * f0) / s**2
    ab = (f(s, s) + f(-s, -s) - f(s, -s) - f(-s, s)) / (4 * s**2)
    return np.linalg.eigvalsh([[aa, ab], [ab, bb]])


def find_minima(h, U, blocks):
    """Distinct local minima from many starts, lowest first: (energy, n)."""
    starts = [np.concatenate([np.sqrt([i, j, 6 - i - j]), np.zeros(3)])
              for i in range(7) for j in range(7 - i)]
    starts += [rng.normal(size=6) for _ in range(12)]
    found = []
    for x0 in starts:
        r = minimize(value_grad, x0, args=(h, U, blocks), jac=True,
                     method="BFGS", options={"gtol": 1e-9})
        e, g = value_grad(r.x, h, U, blocks)
        assert np.linalg.norm(g) < 1e-5
        p = np.abs(r.x[:3] + 1j * r.x[3:])
        p /= np.linalg.norm(p)
        # equal phases are as good as the phases found by the search
        assert abs(energy(p, h, U, blocks) - e) < 1e-8
        if curvatures(p, h, U, blocks)[0] < 1e-4:
            continue
        if all(np.abs(p**2 - n).max() > 5e-3 for _, n in found):
            found.append((e, p**2))
    return sorted(found, key=lambda m: (round(m[0], 6), int(np.argmax(m[1]))))


def scf(h, U, blocks, D, mix=0.5):
    """Self-consistent lowest orbital, started from the potential of D."""
    for _ in range(20000):
        p = np.linalg.eigh(h + block_terms(D, U, blocks)[1])[1][:, 0]
        new = np.outer(p, p)
        if np.abs(new - D).max() < 1e-10:
            return p
        D = (1 - mix) * D + mix * new
    raise RuntimeError("self-consistency not reached")


def fmt(v):
    return " ".join(f"{a:.3f}" for a in v)


triangle = -t * (np.ones((3, 3)) - np.eye(3))
uniform = np.ones(3) / np.sqrt(3)
targets = [np.diag(row) for row in np.eye(3)]
print(f"hopping t = {t:.2f} eV, base curvature K = {K:.2f} eV")

# The potential used in self-consistency is the derivative of the energy.
x = rng.normal(size=6)
for blocks in (SITES, SHELL):
    g = value_grad(x, triangle, U_MAX, blocks)[1]
    num = [(value_grad(x + d, triangle, U_MAX, blocks)[0]
            - value_grad(x - d, triangle, U_MAX, blocks)[0]) / 2e-5
           for d in 1e-5 * np.eye(6)]
    assert np.allclose(g, num, atol=1e-7)

# Barriers without hopping, along incoherent and coherent paths.
grid = np.linspace(0, 1, 201)


def path_barrier(blocks, coherent):
    e = []
    for y in grid:
        v = np.array([np.sqrt(1 - y), np.sqrt(y), 0])
        D = np.outer(v, v) if coherent else np.diag(v**2)
        e.append(block_terms(D, U_MAX, blocks)[0])
    return max(e) - e[0]


b_shell = path_barrier(SHELL, False)
b_rot = path_barrier(SHELL, True)
b_sites = path_barrier(SITES, True)
assert abs(b_shell - U_MAX / 4) < 1e-12 and abs(b_rot) < 1e-12
assert abs(b_sites - (U_MAX - K) / 4) < 1e-12
print(f"No hopping, U = {U_MAX:.2f} eV: barrier in eV")
print(f"  one shell, incoherent transfer: {b_shell:.3f}")
print(f"  one shell, coherent rotation:   {abs(b_rot):.3f}")
print(f"  between separate sites:         {b_sites:.3f}")

# Integer vertices that are minima: two electrons, five levels, diagonal n.
levels = np.array([0.0, 0.3, 0.7, 1.2, 2.0])
pairs = list(combinations(range(5), 2))
vertices = np.array([[float(i in c) for i in range(5)] for c in pairs])


def diagonal_energy(n, U):
    return levels @ n + U / 2 * np.sum(n - n**2)


print("Two electrons in levels (eV):", fmt(levels))
for U in (0.25, 1.0, 4.0):
    count = 0
    for v in vertices:
        others = [w for w in vertices if np.any(w != v)]
        others += list(rng.dirichlet(np.ones(len(vertices)), 20) @ vertices)
        count += all(diagonal_energy(v + 1e-4 * (w - v), U)
                     > diagonal_energy(v, U) for w in others)
    rule = sum(levels[v == 1].max() - levels[v == 0].min() < U
               for v in vertices)
    assert count == rule
    print(f"  U = {U:.2f} eV: minima with diagonal n = {count}")
assert count == comb(5, 2)

# Three equivalent sites: thresholds and number of minima.
roots = np.roots([1, 2, 0, -8, -4])
x_fold = max(r.real for r in roots if abs(r.imag) < 1e-9)
w_fold = (x_fold + 2) * (x_fold**2 + 2) / (x_fold * (x_fold + 1))
U_fold, U_cross, U_unstable = K + w_fold * t, K + 4 * t, K + 4.5 * t
print(f"Triangle: fold at x = {x_fold:.4f}, W/t = {w_fold:.4f}")
print(f"  localized minima appear at U = {U_fold:.4f} eV")
print(f"  energies cross at U = {U_cross:.4f} eV")
print(f"  uniform state unstable above U = {U_unstable:.4f} eV")
minima = {}
for U in (1.0, 2.0, 2.94, 2.99, 3.10, 3.22, 3.28, U_MAX):
    minima[U] = find_minima(triangle, U, SITES)
    expected = 1 if U < U_fold else (4 if U < U_unstable else 3)
    assert len(minima[U]) == expected
    assert np.allclose(curvatures(uniform, triangle, U, SITES),
                       6 * t - 4 * (U - K) / 3, atol=1e-4)
    print(f"  U = {U:.2f} eV: number of minima = {len(minima[U])}")
crossing = np.array([2.0, 1.0, 1.0]) / np.sqrt(6)
e_cross, g_cross = value_grad(np.concatenate([crossing, np.zeros(3)]),
                              triangle, U_cross, SITES)
assert np.linalg.norm(g_cross) < 1e-12
assert abs(e_cross - energy(uniform, triangle, U_cross, SITES)) < 1e-12
print(f"  common energy at the crossing = {e_cross - K / 2:.4f} eV")

# Barrier with hopping: derived saddle against a scan of the dividing line.
w = (U_MAX - K) / t
xs = sorted(r.real for r in np.roots([1, 2 - w, 2 - w, 4]) if r.real > 0)
saddle = np.array([1, 1, xs[0]]) / np.sqrt(xs[0]**2 + 2)
local = np.array([xs[1], 1, 1]) / np.sqrt(xs[1]**2 + 2)
e_sad, e_loc = (energy(p, triangle, U_MAX, SITES) for p in (saddle, local))
line = [energy(np.sqrt([s, s, max(0.0, 1 - 2 * s)]), triangle, U_MAX, SITES)
        for s in np.linspace(1 / 3, 1 / 2, 3001)]
assert abs(min(line) - e_sad) < 1e-6
assert abs(minima[U_MAX][0][0] - e_loc) < 1e-8
c = curvatures(saddle, triangle, U_MAX, SITES)
assert c[0] < 0 < c[1]
for sign, site in ((1, 0), (-1, 1)):
    q = saddle + sign * np.array([0.02, -0.02, 0])
    q /= np.linalg.norm(q)
    assert np.argmax(scf(triangle, U_MAX, SITES, np.outer(q, q))**2) == site
print(f"Triangle at U = {U_MAX:.2f} eV: x = {xs[1]:.4f} (minimum), "
      f"{xs[0]:.4f} (saddle)")
print(f"  localized minimum: n = {fmt(local**2)}, E = {e_loc - K / 2:.4f} eV")
print(f"  saddle: n = {fmt(saddle**2)}, E = {e_sad - K / 2:.4f} eV")
print(f"  barrier with hopping = {e_sad - e_loc:.4f} eV")

# Undamped self-consistency never raises the energy when U > K.
for _ in range(20):
    p = rng.normal(size=3)
    p /= np.linalg.norm(p)
    e_old = energy(p, triangle, U_MAX, SITES)
    for _ in range(60):
        V = block_terms(np.outer(p, p), U_MAX, SITES)[1]
        p = np.linalg.eigh(triangle + V)[1][:, 0]
        e_new = energy(p, triangle, U_MAX, SITES)
        assert e_new <= e_old + 1e-12
        e_old = e_new

# A symmetric start stays on a saddle.
p = scf(triangle, U_MAX, SITES, np.eye(3) / 3)
e_stuck = energy(p, triangle, U_MAX, SITES)
c_stuck = curvatures(p, triangle, U_MAX, SITES)[0]
assert np.allclose(p**2, 1 / 3, atol=1e-8) and c_stuck < 0
print(f"  uniform start: E = {e_stuck - K / 2:.4f} eV, "
      f"curvature = {c_stuck:.3f} eV")

# Control of the starting matrix selects minima, but does not create them.
reached = [scf(triangle, 3.10, SITES, D)**2 for D in targets + [np.eye(3) / 3]]
for _, n in minima[3.10]:
    assert sum(np.abs(n - r).max() < 1e-4 for r in reached) == 1
below = scf(triangle, 2.0, SITES, targets[0])**2
assert np.allclose(below, 1 / 3, atol=1e-6)
print("Control on the triangle, target = site 1:")
print(f"  U = 3.10 eV: n = {fmt(reached[0])}")
print(f"  U = 2.00 eV: n = {fmt(below)}")

# One shell against separate blocks, same levels and no hopping.
h_levels = np.diag([0.0, 0.1, 0.3])
n_shell = len(find_minima(h_levels, U_MAX, SHELL))
n_sites = len(find_minima(h_levels, U_MAX, SITES))
assert (n_shell, n_sites) == (1, 3)
print("Levels (eV) without hopping:", fmt(np.diag(h_levels)))
print(f"  minima: one shell = {n_shell}, separate blocks = {n_sites}")
locked = scf(h_levels, U_MAX, SHELL, targets[1])
assert abs(locked[1]**2 - 1) < 1e-14
assert curvatures(np.abs(locked), h_levels, U_MAX, SHELL)[0] < 0
tilt = 1e-4
p = np.array([tilt, 1.0, 0.0]) / np.hypot(1, tilt)
steps = 0
while p[0]**2 < 0.5:
    V = block_terms(np.outer(p, p), U_MAX, SHELL)[1]
    new = np.linalg.eigh(h_levels + V)[1][:, 0]
    if steps == 0:
        growth = abs(new[0] / new[1]) / tilt
        first_change = new @ h_levels @ new - p @ h_levels @ p
    p = new
    steps += 1
    assert steps < 5000
gap = h_levels[1, 1] - h_levels[0, 0]
assert abs(growth - U_MAX / (U_MAX - gap)) < 1e-6
print(f"  escape from level 2: tilt = {tilt:.0e}, growth = {growth:.5f} per step")
print(f"  first energy change = {first_change:.1e} eV")
print(f"  steps until level 1 holds half the electron = {steps}")


def ramp(h):
    """Raise U from zero in small steps, restarting from the last solution."""
    D, states = np.eye(3) / 3, []
    for U in np.linspace(0, U_MAX, 41):
        p = scf(h, U, SITES, D)
        D = np.outer(p, p)
        states.append(p)
    return states


# Ramping succeeds on a biased triangle and fails on a biased chain.
bias_triangle, bias_chain = 0.05, 0.12
h_tri = triangle - np.diag([bias_triangle, 0, 0])
h_chain = np.array([[0, -t, 0], [-t, 0, -t], [0, -t, -bias_chain]])
final = ramp(h_tri)[-1]
best = find_minima(h_tri, U_MAX, SITES)[0]
e_ramp = energy(final, h_tri, U_MAX, SITES)
assert abs(e_ramp - best[0]) < 1e-7
print(f"Ramp, triangle with site 1 lower by {bias_triangle:.2f} eV:")
print(f"  end: n = {fmt(final**2)}, E = {e_ramp - K / 2:.4f} eV (lowest)")

states = ramp(h_chain)
chain_minima = find_minima(h_chain, U_MAX, SITES)
e_ramp = energy(states[-1], h_chain, U_MAX, SITES)
assert len(chain_minima) == 3
assert np.argmax(states[-1]**2) == 1 and np.argmax(chain_minima[0][1]) == 2
assert e_ramp > chain_minima[0][0] + 0.01
print(f"Ramp, chain with end site 3 lower by {bias_chain:.2f} eV:")
print(f"  U = 0.00 eV: n = {fmt(states[0]**2)}")
print(f"  U = {U_MAX:.2f} eV: n = {fmt(states[-1]**2)}, "
      f"E = {e_ramp - K / 2:.4f} eV")
print(f"Control, same chain at U = {U_MAX:.2f} eV:")
controlled = []
for site, D in enumerate(targets):
    p = scf(h_chain, U_MAX, SITES, D)
    controlled.append(energy(p, h_chain, U_MAX, SITES))
    assert np.argmax(p**2) == site
    print(f"  target {site + 1}: n = {fmt(p**2)}, "
          f"E = {controlled[-1] - K / 2:.4f} eV")
assert np.allclose(sorted(controlled), [m[0] for m in chain_minima], atol=1e-7)
print(f"  ramped state lies above the lowest by "
      f"{e_ramp - min(controlled):.4f} eV")
print("all assertions hold")
```

It prints:

```
hopping t = 0.50 eV, base curvature K = 1.00 eV
No hopping, U = 4.00 eV: barrier in eV
  one shell, incoherent transfer: 1.000
  one shell, coherent rotation:   0.000
  between separate sites:         0.750
Two electrons in levels (eV): 0.000 0.300 0.700 1.200 2.000
  U = 0.25 eV: minima with diagonal n = 1
  U = 1.00 eV: minima with diagonal n = 4
  U = 4.00 eV: minima with diagonal n = 10
Triangle: fold at x = 1.6797, W/t = 3.9415
  localized minima appear at U = 2.9708 eV
  energies cross at U = 3.0000 eV
  uniform state unstable above U = 3.2500 eV
  U = 1.00 eV: number of minima = 1
  U = 2.00 eV: number of minima = 1
  U = 2.94 eV: number of minima = 1
  U = 2.99 eV: number of minima = 4
  U = 3.10 eV: number of minima = 4
  U = 3.22 eV: number of minima = 4
  U = 3.28 eV: number of minima = 3
  U = 4.00 eV: number of minima = 3
  common energy at the crossing = -0.3333 eV
Triangle at U = 4.00 eV: x = 4.6728 (minimum), 0.6481 (saddle)
  localized minimum: n = 0.916 0.042 0.042, E = -0.1982 eV
  saddle: n = 0.413 0.413 0.174, E = -0.0063 eV
  barrier with hopping = 0.1919 eV
  uniform start: E = 0.0000 eV, curvature = -1.000 eV
Control on the triangle, target = site 1:
  U = 3.10 eV: n = 0.747 0.127 0.127
  U = 2.00 eV: n = 0.333 0.333 0.333
Levels (eV) without hopping: 0.000 0.100 0.300
  minima: one shell = 1, separate blocks = 3
  escape from level 2: tilt = 1e-04, growth = 1.02564 per step
  first energy change = -5.2e-11 eV
  steps until level 1 holds half the electron = 365
Ramp, triangle with site 1 lower by 0.05 eV:
  end: n = 0.920 0.040 0.040, E = -0.2441 eV (lowest)
Ramp, chain with end site 3 lower by 0.12 eV:
  U = 0.00 eV: n = 0.257 0.428 0.315
  U = 4.00 eV: n = 0.028 0.942 0.030, E = -0.1677 eV
Control, same chain at U = 4.00 eV:
  target 1: n = 0.969 0.031 0.001, E = -0.0859 eV
  target 2: n = 0.028 0.942 0.030, E = -0.1677 eV
  target 3: n = 0.001 0.028 0.971, E = -0.2022 eV
  ramped state lies above the lowest by 0.0345 eV
all assertions hold
```
